# Configuration weights in coupled-cluster theory and why they can be negative: a numerical check

```python
"""
Configuration weights in coupled-cluster theory.

Result under test: with ket = exp(T)|0> and bra = <0|(1+Lambda)exp(-T),
the weights W_I = <bra|I><I|ket> sum to one. In CCSD they are given by
    W_0 = 1 - s - d + q,   W_S = s - 2q,   W_D = d + q,
    s = sum l1*t1,  d = (1/4) sum l2*t2,  q = (1/2) sum l2*t1*t1,
where t1, t2 (l1, l2) are the amplitudes of T (Lambda).
For M independent two-level electron pairs W_0 = 1 - M*w, which is
negative for M > 1/w; w is the exact weight of the excited pair state.
Energies are in hartree, weights are dimensionless.
"""
from itertools import combinations
import numpy as np


def nilpotent_exp(matrix):
    """Exponential of an excitation operator; its series terminates."""
    result = np.eye(len(matrix))
    term = result.copy()
    for order in range(1, 9):
        term = term @ matrix / order
        result = result + term
    return result


def solve_cc(ham, excitations, start=None):
    """Solve the T and Lambda equations; basis vector 0 is the reference."""
    taus = np.array(excitations)
    targets = taus[:, :, 0]
    t = np.zeros(len(taus)) if start is None else start.copy()
    for _ in range(60):
        cluster = np.tensordot(t, taus, axes=1)
        exp_plus = nilpotent_exp(cluster)
        exp_minus = nilpotent_exp(-cluster)
        hbar = exp_minus @ ham @ exp_plus
        residual = targets @ hbar[:, 0]
        jacobian = targets @ (hbar @ targets.T - (taus @ hbar[:, 0]).T)
        if np.max(np.abs(residual)) < 1e-13:
            break
        t = t - np.linalg.solve(jacobian, residual)
    assert np.max(np.abs(residual)) < 1e-12
    lam = np.linalg.solve(jacobian.T, -(targets @ hbar[0]))
    left_start = lam @ targets
    left_start[0] += 1.0
    return hbar[0, 0], t, lam, left_start @ exp_minus, exp_plus[:, 0]


def weight_from_energy(ham, excitations, t, index, step=1e-4):
    """Derivative of the CC energy when one determinant is shifted."""
    energies = []
    for sign in (1, -1):
        shifted = ham.copy()
        shifted[index, index] += sign * step
        energies.append(solve_cc(shifted, excitations, t)[0])
    return (energies[0] - energies[1]) / (2 * step)


# Fermion operators for four orbitals with two spins; index = 2*orbital + spin
n_so = 8
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for p in range(n_so):
    op = np.eye(1)
    for k in range(n_so):
        factor = parity if k < p else (lower if k == p else np.eye(2))
        op = np.kron(op, factor)
    annihilate.append(op)
create = [op.T for op in annihilate]
reference = np.zeros(2 ** n_so)
reference[0] = 1.0
for p in (3, 2, 1, 0):
    reference = create[p] @ reference

# All spin-conserving excitations from the four occupied spin orbitals
labels, fock_taus = [], []
for rank in range(1, 5):
    for occ in combinations(range(4), rank):
        for vir in combinations(range(4, 8), rank):
            if sum(i % 2 for i in occ) != sum(a % 2 for a in vir):
                continue
            op = np.eye(2 ** n_so)
            for i, a in zip(occ, vir):
                op = op @ create[a] @ annihilate[i]
            labels.append((occ, vir))
            fock_taus.append(op)
basis = np.array([reference] + [op @ reference for op in fock_taus]).T
n_det = basis.shape[1]
assert n_det == 36 and np.allclose(basis.T @ basis, np.eye(n_det))
all_taus = [basis.T @ op @ basis for op in fock_taus]
ranks = np.array([0] + [len(occ) for occ, vir in labels])
sd_taus = [tau for tau, r in zip(all_taus, ranks[1:]) if r <= 2]
n_sd = len(sd_taus)

# Hubbard chain in the eigenbasis of its one-body part
hopping, repulsion, raised_site = 0.1, 0.3, 0.1
one_body = -hopping * (np.eye(4, k=1) + np.eye(4, k=-1))
one_body[0, 0] = raised_site
orbital_energy, orbitals = np.linalg.eigh(one_body)
ham_one = sum(orbital_energy[p // 2] * create[p] @ annihilate[p]
              for p in range(n_so))
ham_two = np.zeros_like(ham_one)
for site in range(4):
    density = []
    for spin in range(2):
        c_site = sum(orbitals[site, p] * annihilate[2 * p + spin]
                     for p in range(4))
        density.append(c_site.T @ c_site)
    ham_two += density[0] @ density[1]
ham_one = basis.T @ ham_one @ basis
ham_two = basis.T @ ham_two @ basis
ham = ham_one + repulsion * ham_two

# Follow the solution from weak to full repulsion
t_sd, t_full = None, None
for fraction in np.linspace(0.1, 1.0, 10):
    ham_now = ham_one + fraction * repulsion * ham_two
    sd_result = solve_cc(ham_now, sd_taus, t_sd)
    full_result = solve_cc(ham_now, all_taus, t_full)
    t_sd, t_full = sd_result[1], full_result[1]
e_sd, t_sd, lam_sd, bra, ket = sd_result
weights = bra * ket
class_weights = np.array([weights[ranks == r].sum() for r in range(5)])

# Amplitude formulas, determinant by determinant
t1, l1 = np.zeros((4, 4)), np.zeros((4, 4))
t2, l2 = np.zeros((4, 4, 4, 4)), np.zeros((4, 4, 4, 4))
for (occ, vir), t_value, l_value in zip(labels[:n_sd], t_sd, lam_sd):
    if len(occ) == 1:
        t1[occ[0], vir[0] - 4] = t_value
        l1[occ[0], vir[0] - 4] = l_value
    else:
        i, j, a, b = occ[0], occ[1], vir[0] - 4, vir[1] - 4
        for tensor, value in ((t2, t_value), (l2, l_value)):
            tensor[i, j, a, b] = tensor[j, i, b, a] = value
            tensor[j, i, a, b] = tensor[i, j, b, a] = -value
product = np.einsum('ia,jb->ijab', t1, t1)
right_doubles = t2 + product - product.transpose(0, 1, 3, 2)
left_singles = l1 - np.einsum('ijab,jb->ia', l2, t1)
for index, (occ, vir) in enumerate(labels[:n_sd], start=1):
    if len(occ) == 1:
        i, a = occ[0], vir[0] - 4
        expected = (left_singles[i, a], t1[i, a])
    else:
        place = (occ[0], occ[1], vir[0] - 4, vir[1] - 4)
        expected = (l2[place], right_doubles[place])
    assert np.allclose((bra[index], ket[index]), expected, atol=1e-10)
s = np.sum(l1 * t1)
d = np.sum(l2 * t2) / 4
q = np.sum(l2 * product) / 2
assert np.allclose(class_weights[:3], [1 - s - d + q, s - 2 * q, d + q],
                   atol=1e-10)
assert np.max(np.abs(bra[ranks > 2])) < 1e-12
high_ket_norm = np.linalg.norm(ket[ranks > 2])
assert high_ket_norm > 1e-4
assert np.max(np.abs(t1)) > 1e-3

# Weights from energies alone, without using the bra state
response = np.array([weight_from_energy(ham, sd_taus, t_sd, k)
                     for k in range(n_det)])
response_error = np.max(np.abs(response - weights))
assert response_error < 1e-5
assert abs(response.sum() - 1) < 1e-5

# The complete expansion must reproduce squared eigenvector coefficients
eigenvalues, eigenvectors = np.linalg.eigh(ham)
full_weights = full_result[3] * full_result[4]
exact_weights = eigenvectors[:, 0] ** 2
assert eigenvalues[1] - eigenvalues[0] > 1e-4
assert abs(full_result[0] - eigenvalues[0]) < 1e-10
assert np.allclose(full_weights, exact_weights, atol=1e-9)
assert full_weights.min() > -1e-10
exact_classes = [exact_weights[ranks == r].sum() for r in range(5)]

print("HUBBARD CHAIN, 4 sites, 4 electrons")
print(f"hopping, repulsion, raised site = {hopping:.2f}, "
      f"{repulsion:.2f}, {raised_site:.2f} hartree")
print(f"CCSD total energy = {e_sd:.8f} hartree")
print(f"exact total energy in this model = {eigenvalues[0]:.8f} hartree")
print(f"s = {s:.6f}, d = {d:.6f}, q = {q:.6f} (dimensionless)")
for r, name in enumerate(("reference", "singles", "doubles",
                          "triples", "quadruples")):
    print(f"{name} weight: CCSD {class_weights[r]:.6f}, "
          f"exact {exact_classes[r]:.6f}")
print(f"sum of CCSD weights = {weights.sum():.10f}")
print(f"sum of 36 energy derivatives = {response.sum():.8f}")
print(f"largest derivative-weight difference = {response_error:.1e}")
print(f"norm of triples and quadruples in CCSD ket = {high_ket_norm:.6f}")
smallest = int(np.argmin(weights[:n_sd + 1]))
print(f"smallest CCSD weight up to doubles = {weights[smallest]:.4e}")
print(f"  its excitation rank = {ranks[smallest]}, "
      f"L = {bra[smallest]:.4e}, C = {ket[smallest]:.4e}")
print(f"  exact weight of that determinant = {exact_weights[smallest]:.4e}")
print(f"number of CCSD weights below -1e-8 = {np.sum(weights < -1e-8)}")

# Independent electron pairs: each pair is a two-level system
gap, coupling = 0.2, -0.2
t_pair = (gap - np.sqrt(gap ** 2 + 4 * coupling ** 2)) / (2 * coupling)
lam_pair = t_pair / (1 + t_pair ** 2)
w_pair = t_pair * lam_pair
print("INDEPENDENT PAIRS")
print(f"pair excitation energy = {gap:.2f}, coupling = {coupling:.2f} hartree")
print(f"t = {t_pair:.6f}, lambda = {lam_pair:.6f}, w = {w_pair:.6f}")
print(f"threshold 1/w = {1 / w_pair:.6f} pairs")
raise_pair = np.array([[0.0, 0.0], [1.0, 0.0]])
one_pair = np.array([[0.0, coupling], [coupling, gap]])
for n_pairs in range(1, 7):
    pair_taus = [np.kron(np.kron(np.eye(2 ** k), raise_pair),
                         np.eye(2 ** (n_pairs - k - 1)))
                 for k in range(n_pairs)]
    pair_ham = sum(np.kron(np.kron(np.eye(2 ** k), one_pair),
                           np.eye(2 ** (n_pairs - k - 1)))
                   for k in range(n_pairs))
    e_cc, t_cc, lam_cc, pair_bra, pair_ket = solve_cc(pair_ham, pair_taus)
    pair_weights = pair_bra * pair_ket
    n_excited = np.array([bin(k).count("1") for k in range(2 ** n_pairs)])
    w_ref = pair_weights[0]
    w_doubles = pair_weights[n_excited == 1].sum()
    values, vectors = np.linalg.eigh(pair_ham)
    exact_ref = vectors[0, 0] ** 2
    assert np.allclose(t_cc, t_pair, atol=1e-10)
    assert np.allclose(lam_cc, lam_pair, atol=1e-10)
    assert abs(w_ref - (1 - n_pairs * w_pair)) < 1e-10
    assert abs(w_doubles - n_pairs * w_pair) < 1e-10
    assert abs(exact_ref - (1 - w_pair) ** n_pairs) < 1e-10
    assert abs(e_cc - values[0]) < 1e-10
    assert abs(e_cc - n_pairs * coupling * t_pair) < 1e-10
    assert (w_ref < 0) == (n_pairs > 1 / w_pair)
    print(f"M = {n_pairs}: W_0 = {w_ref:.6f}, W_D = {w_doubles:.6f}, "
          f"exact W_0 = {exact_ref:.6f}, E = {e_cc:.6f} hartree")
    if n_pairs == 4:
        slope = weight_from_energy(pair_ham, pair_taus, t_cc, 0)
        assert w_ref < 0 and abs(slope - w_ref) < 1e-5
        exact_doubles = np.sum(vectors[n_excited == 1, 0] ** 2)
        exact_higher = np.sum(vectors[n_excited > 1, 0] ** 2)
print(f"M = 4: reference weight from CCSD energy slope = {slope:.6f}")
print(f"M = 4: exact doubles weight = {exact_doubles:.6f}, "
      f"exact weight beyond doubles = {exact_higher:.6f}")

# Two pairs with every spin-conserving single and double allowed
fermion_pairs = np.zeros((2 ** n_so, 2 ** n_so))
for low, high in ((0, 4), (2, 6)):
    pair_move = (create[high] @ create[high + 1]
                 @ annihilate[low + 1] @ annihilate[low])
    fermion_pairs += coupling * (pair_move + pair_move.T)
    for p in (high, high + 1):
        fermion_pairs += gap / 2 * create[p] @ annihilate[p]
fermion_pairs = basis.T @ fermion_pairs @ basis
e_two, _, _, bra_two, ket_two = solve_cc(fermion_pairs, sd_taus)
weights_two = bra_two * ket_two
assert abs(weights_two[0] - (1 - 2 * w_pair)) < 1e-10
assert np.max(np.abs(weights_two[ranks == 1])) < 1e-10
assert abs(weights_two[ranks == 2].sum() - 2 * w_pair) < 1e-10
assert abs(e_two - 2 * coupling * t_pair) < 1e-10
print(f"M = 2, full fermionic CCSD: W_0 = {weights_two[0]:.6f}")

print("every check passed")
```

Printed output:

```
HUBBARD CHAIN, 4 sites, 4 electrons
hopping, repulsion, raised site = 0.10, 0.30, 0.10 hartree
CCSD total energy = -0.14070555 hartree
exact total energy in this model = -0.14077663 hartree
s = 0.098897, d = 0.173888, q = -0.017801 (dimensionless)
reference weight: CCSD 0.709415, exact 0.725579
singles weight: CCSD 0.134498, exact 0.125191
doubles weight: CCSD 0.156087, exact 0.138556
triples weight: CCSD 0.000000, exact 0.006849
quadruples weight: CCSD 0.000000, exact 0.003824
sum of CCSD weights = 1.0000000000
sum of 36 energy derivatives = 1.00000006
largest derivative-weight difference = 3.0e-08
norm of triples and quadruples in CCSD ket = 0.127943
smallest CCSD weight up to doubles = 1.5762e-03
  its excitation rank = 2, L = -3.4474e-02, C = -4.5722e-02
  exact weight of that determinant = 1.3912e-03
number of CCSD weights below -1e-8 = 0
INDEPENDENT PAIRS
pair excitation energy = 0.20, coupling = -0.20 hartree
t = 0.618034, lambda = 0.447214, w = 0.276393
threshold 1/w = 3.618034 pairs
M = 1: W_0 = 0.723607, W_D = 0.276393, exact W_0 = 0.723607, E = -0.123607 hartree
M = 2: W_0 = 0.447214, W_D = 0.552786, exact W_0 = 0.523607, E = -0.247214 hartree
M = 3: W_0 = 0.170820, W_D = 0.829180, exact W_0 = 0.378885, E = -0.370820 hartree
M = 4: W_0 = -0.105573, W_D = 1.105573, exact W_0 = 0.274164, E = -0.494427 hartree
M = 5: W_0 = -0.381966, W_D = 1.381966, exact W_0 = 0.198387, E = -0.618034 hartree
M = 6: W_0 = -0.658359, W_D = 1.658359, exact W_0 = 0.143554, E = -0.741641 hartree
M = 4: reference weight from CCSD energy slope = -0.105573
M = 4: exact doubles weight = 0.418885, exact weight beyond doubles = 0.306950
M = 2, full fermionic CCSD: W_0 = 0.447214
every check passed
```
